# Dirac Exchange Energy and Potential of the Uniform Electron Gas: a numerical check

```python
# Result under test (Hartree atomic units, spin-unpolarized uniform gas):
#   density matrix      rho(u) = n * 3 j1(kF u)/(kF u)
#   exchange energy     eps_x  = -(3/4)(3/pi)^(1/3) n^(1/3) = -3 kF/(4 pi)
#   exchange potential  v_x    = d(n eps_x)/dn = -kF/pi
# n: density, kF = (3 pi^2 n)^(1/3): Fermi wavevector, u: separation,
# j0, j1: spherical Bessel functions, rs: radius of the sphere holding
# one electron. Fock term Sigma(k): exchange energy of a plane wave k.
import numpy as np
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(12)


def fermi_wavevector(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def matrix_ratio(x):
    return 3 * spherical_jn(1, x) / x


def hole(u, n):
    return -0.5 * n * matrix_ratio(fermi_wavevector(n) * u) ** 2


def integrate(function, upper):
    """Gauss-Legendre quadrature from 0 to upper on panels of width <= 1."""
    edges = np.linspace(0, upper, max(4, int(np.ceil(upper))) + 1)
    half = 0.5 * np.diff(edges)[:, None]
    middle = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return float(np.sum(half * GAUSS_W * function(middle + half * GAUSS_X)))


def hole_charge(n, radius):
    return integrate(lambda u: 4 * np.pi * u**2 * hole(u, n), radius)


def hole_energy(n, radius):
    """Half the Coulomb energy of an electron with its hole inside radius."""
    return integrate(lambda u: 2 * np.pi * u * hole(u, n), radius)


def fock_term(k, kf):
    """Sigma(k) after the angular integral; the log singularity is split."""
    def integrand(q):
        return q * np.log(abs((k + q) / (k - q)))
    total = quad(integrand, 0, k, limit=200)[0]
    if k < kf:
        total += quad(integrand, k, kf, limit=200)[0]
    return -total / (np.pi * k)


FAR = 2000.0  # bohr; relative energy beyond it is about 1/(kF*FAR)^2
rs = 2.0
n = 3 / (4 * np.pi * rs**3)
kf = fermi_wavevector(n)
eps_formula = -0.75 * (3 / np.pi) ** (1 / 3) * n ** (1 / 3)
v_formula = -kf / np.pi

# Density matrix from an explicit sum over plane waves in a periodic unit box
m = np.arange(-20, 21)
grid = np.array(np.meshgrid(m, m, m, indexing="ij")).reshape(3, -1).T
occupied = 2 * np.pi * grid[np.sum(grid**2, axis=1) <= 400]
kf_box = fermi_wavevector(2 * len(occupied))
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
box_error = 0.0
for x in (0.5, 1.5, 3.0, 4.5, 6.0):
    explicit = np.mean(np.cos(occupied @ direction * x / kf_box))
    box_error = max(box_error, abs(explicit - matrix_ratio(x)))
assert box_error < 5e-3  # finite-box error of the discrete Fermi sphere

# Density matrix from quadrature over k and the angle between k and u
nodes, weights = np.polynomial.legendre.leggauss(60)
k_nodes, k_weights = 0.5 * kf * (nodes + 1), 0.5 * kf * weights
for u in (1e-3, 1.0, 4.0, 12.0):
    phase = np.cos(np.outer(k_nodes, nodes) * u)
    rho = 2 * 2 * np.pi / (2 * np.pi) ** 3 * (
        (k_weights * k_nodes**2) @ phase @ weights)
    assert abs(rho - n * matrix_ratio(kf * u)) < 1e-6 * n

# Total hole charge: the averaged tail beyond FAR holds 3/(pi kF FAR)
charge_far = hole_charge(n, FAR)
tail_charge = 3 / (np.pi * kf * FAR)
assert abs(charge_far - tail_charge + 1) < 1e-5

# Exchange energy by real-space quadrature at three densities
for density in (0.001, n, 1.0):
    law = -0.75 * (3 / np.pi) ** (1 / 3) * density ** (1 / 3)
    assert abs(hole_energy(density, FAR) / law - 1) < 1e-5
eps_quadrature = hole_energy(n, FAR)

# Dimensionless integral and enclosed energy fraction
bessel_integral = integrate(lambda x: spherical_jn(1, x) ** 2 / x, FAR)
assert abs(bessel_integral - 0.25) < 1e-6
table = []
for multiple in (1, 2, 4):
    u = multiple * rs
    x = kf * u
    fraction = hole_energy(n, u) / eps_quadrature
    closed = 1 - spherical_jn(0, x) ** 2 - spherical_jn(1, x) ** 2
    assert abs(fraction - closed) < 1e-5
    table.append((u, x, matrix_ratio(x), hole(u, n),
                  hole_charge(n, u), fraction))

# Potential by differentiating the quadrature energy per volume
step = 1e-3 * n
v_derivative = ((n + step) * hole_energy(n + step, FAR)
                - (n - step) * hole_energy(n - step, FAR)) / (2 * step)
assert abs(v_derivative / v_formula - 1) < 1e-5

# Fock term: Fermi surface, band bottom, and average over occupied states
sigma_fermi = fock_term(kf, kf)
sigma_bottom = fock_term(1e-3 * kf, kf)
sigma_average = sum(w * 3 * k**2 / kf**3 * fock_term(k, kf)
                    for k, w in zip(k_nodes, k_weights))
assert abs(sigma_fermi / v_formula - 1) < 1e-7
assert abs(sigma_bottom / (-2 * kf / np.pi) - 1) < 1e-5
assert abs(sigma_average / (2 * eps_formula) - 1) < 1e-5

# Slater exchange as coded in libxc
exc, vxc = libxc.eval_xc("LDA,", np.array([n, 2 * n]), spin=0, deriv=1)[:2]
eps_libxc = float(np.ravel(exc)[0])
v_libxc = float(np.ravel(vxc[0])[0])
assert abs(eps_libxc - eps_formula) < 1e-8
assert abs(v_libxc - v_formula) < 1e-8

print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"Fermi wavevector kF = {kf:.6f} bohr^-1")
print(f"prefactor (3/4)(3/pi)^(1/3) = {0.75 * (3 / np.pi)**(1 / 3):.6f}")
print(f"plane waves in box = {len(occupied)}")
print(f"largest box error of rho/n = {box_error:.1e}")
print(f"integral of j1^2/x, quadrature = {bessel_integral:.6f}")
print(f"hole charge within {FAR:.0f} bohr = {charge_far:.6f}")
print(f"estimated hole charge beyond = {-tail_charge:.6f}")
print(f"eps_x, formula = {eps_formula:.6f} hartree")
print(f"eps_x, real-space quadrature = {eps_quadrature:.6f} hartree")
print(f"eps_x, libxc = {eps_libxc:.6f} hartree")
print(f"eps_x = {eps_formula * HARTREE_EV:.4f} eV")
print(f"v_x, formula = {v_formula:.6f} hartree")
print(f"v_x, numerical derivative = {v_derivative:.6f} hartree")
print(f"v_x, libxc = {v_libxc:.6f} hartree")
print(f"v_x = {v_formula * HARTREE_EV:.4f} eV")
print(f"Fock term at k = kF: {sigma_fermi:.6f} hartree")
print(f"Fock term at k = 0.001 kF: {sigma_bottom:.6f} hartree")
print(f"Fock term, occupied average: {sigma_average:.6f} hartree")
print("u (bohr), kF u, rho/n, hole (bohr^-3), charge inside, energy fraction")
for u, x, ratio, depth, charge, fraction in table:
    print(f"{u:.1f}  {x:.4f}  {ratio:.5f}  {depth:.3e}  "
          f"{charge:.4f}  {fraction:.4f}")
print("OK")
```

Running it gives:

```
rs = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wavevector kF = 0.959579 bohr^-1
prefactor (3/4)(3/pi)^(1/3) = 0.738559
plane waves in box = 33401
largest box error of rho/n = 3.2e-04
integral of j1^2/x, quadrature = 0.250000
hole charge within 2000 bohr = -0.999502
estimated hole charge beyond = -0.000498
eps_x, formula = -0.229083 hartree
eps_x, real-space quadrature = -0.229083 hartree
eps_x, libxc = -0.229083 hartree
eps_x = -6.2337 eV
v_x, formula = -0.305444 hartree
v_x, numerical derivative = -0.305443 hartree
v_x, libxc = -0.305444 hartree
v_x = -8.3115 eV
Fock term at k = kF: -0.305444 hartree
Fock term at k = 0.001 kF: -0.610887 hartree
Fock term, occupied average: -0.458165 hartree
u (bohr), kF u, rho/n, hole (bohr^-3), charge inside, energy fraction
2.0  1.9192  0.67696  -6.838e-03  -0.3224  0.5726
4.0  3.8383  0.12213  -2.226e-04  -0.7797  0.9476
8.0  7.6766  -0.00245  -8.983e-08  -0.8768  0.9835
OK
```
